\section*{The Nix–Clemens upper estimate of island coalescence stress}

Take a film made of islands 100 nm wide and 50 nm thick, with a Young modulus of 100 GPa. If neighbouring islands stretch sideways until a gap of 0.50 nm between them has closed, the film is left under a tension of 0.714 GPa, yet the elastic energy it stores is only 7.14 percent of the surface energy that the closure released. The same energy budget would pay for closing a gap of up to 1.871 nm, and the tension would then be 2.67 GPa. Two questions follow: what fixes this largest gap, and in what sense is the corresponding stress an upper estimate?

Let the islands tile the substrate in a periodic pattern, with flat tops, equal thickness $h$ and vertical side walls. Before closure they are free of stress and separated by narrow gaps. Each free wall has energy $\gamma_s$ per unit area. When two walls join, two free surfaces disappear and one grain boundary, of energy $\gamma_{gb}$ per unit area, takes their place. The energy released per unit area of closed wall is therefore
\begin{equation}
\Gamma=2\gamma_s-\gamma_{gb}.
\end{equation}
Closure can supply energy if $\Gamma>0$, which is assumed. With $\gamma_s=1.50$ and $\gamma_{gb}=0.50$ J/m$^2$, $\Gamma=2(1.50)-0.50=2.50$ J/m$^2$. These and the other inputs are round model parameters and do not describe a particular material.

The released energy must be referred to the volume of film that will store it. Let each island be a regular polygon, triangular, square or hexagonal, with an inscribed circle of radius $R$ touching every side. For the square, $R$ is half the side. Lines from the centre to the corners divide the polygon into triangles, each with one side of the polygon as its base and height $R$. If the perimeter is $P$, the area is the sum of the triangle areas,
\begin{equation}
A=\tfrac12 PR .
\end{equation}
The walls around one island have area $Ph$, but each is shared with a neighbour, so one island accounts for $Ph/2$ of closed wall. Its volume is $Ah$. The energy released per unit film volume is thus
\begin{equation}
\frac{\Gamma\,Ph/2}{Ah}=\frac{\Gamma P}{2A}=\frac{\Gamma P}{PR}=\frac{\Gamma}{R}.
\label{release}
\end{equation}
Thickness has cancelled because wall area and film volume are both proportional to $h$. Here $\Gamma/R=2.50/(50\times10^{-9})$ J/m$^3$ $=50$ MJ/m$^3$.

Now consider the elastic cost. Suppose first that the islands can slide on the substrate without friction, and that the gap has the same width $g$ everywhere. The island centres stay in place by symmetry, so each wall moves outward by $g/2$. A uniform in-plane stretch $\varepsilon$ moves a wall at distance $R$ from the centre by $\varepsilon R$. Hence
\begin{equation}
\varepsilon=\frac{g}{2R}
\label{strain}
\end{equation}
in both in-plane directions. Strains are taken to be small, so the difference between the initial island width $2R-g$ and the final width $2R$ is neglected in the denominator. This shifts the largest gap and its stress by about 1 percent in the example, so the last digits quoted belong to the small-strain model.

The film is linearly elastic and isotropic, with Young modulus $E$ and Poisson ratio $\nu$. Tension is positive. The top is free and the base can slide, so the uniform state has $\sigma_{zz}=0$ and $\sigma_{xx}=\sigma_{yy}=\sigma$. Hooke's law gives
\begin{equation}
\varepsilon=\frac{\sigma_{xx}-\nu\sigma_{yy}}{E}=\frac{(1-\nu)\sigma}{E},
\qquad
\sigma=M\varepsilon,\qquad M=\frac{E}{1-\nu}.
\end{equation}
The biaxial modulus $M$ exceeds $E$ when $\nu>0$, because tension along $y$ tends to contract the film along $x$ and must be overcome. For $\nu=0.30$, $M=100/0.70=142.86$ GPa. The stored energy density is
\begin{equation}
w=\tfrac12\left(\sigma_{xx}\varepsilon_{xx}+\sigma_{yy}\varepsilon_{yy}\right)
=\sigma\varepsilon=M\varepsilon^2=\frac{\sigma^2}{M}.
\label{energy}
\end{equation}
The factor one half of linear elasticity is cancelled by the two equal in-plane contributions.

By \eqref{release}, \eqref{strain} and \eqref{energy}, the change of energy per unit film volume on closing the gap is
\begin{equation}
\Delta e(g)=\frac{Mg^2}{4R^2}-\frac{\Gamma}{R}.
\label{balance}
\end{equation}
No external agent does work, so closure cannot raise the total energy, and any energy not stored is dissipated. The condition $\Delta e\le0$ gives $g^2\le4R\Gamma/M$, or
\begin{equation}
g\le g_{\max}=2\sqrt{\frac{\Gamma R}{M}} .
\label{gmax}
\end{equation}
At the largest gap the stress is
\begin{equation}
\sigma_{\max}=\frac{Mg_{\max}}{2R}
=\frac{M}{R}\sqrt{\frac{\Gamma R}{M}}
=\sqrt{\frac{M\Gamma}{R}} .
\label{smax}
\end{equation}
This is an upper estimate of the Nix--Clemens type. It is the stress at which all the surface energy released has become elastic energy.

For the example,
\begin{equation}
\sigma_{\max}=\sqrt{(142.86\times10^9)(50\times10^6)}\ \text{Pa}
=2.67\ \text{GPa},
\end{equation}
or $9.08\times10^{-5}$ hartree/bohr$^3$. The strain is $2.673/142.86=1.871$ percent, and the gap is this strain times the island width of 100 nm, which gives 1.871 nm. The digits of strain and gap agree because the width happens to be 100 nm.

The two limits depend on island size in opposite ways: $\sigma_{\max}\propto R^{-1/2}$ and $g_{\max}\propto R^{1/2}$. Small islands have more wall per volume and can pay for a higher energy density. Large islands can close a wider gap because the displacement is spread over a greater length. Between $R=10$ nm and $R=200$ nm the stress limit falls from 5.98 to 1.34 GPa, while the gap limit grows from 0.84 to 3.74 nm. At $R=10$ nm the strain is 4.2 percent, where linear elasticity with constant moduli is already doubtful. The divergence of \eqref{smax} as $R\to0$ lies outside the model.

The word ``upper'' matters. The stress that results from a given gap is not found by equating the energies. It follows from geometry and Hooke's law,
\begin{equation}
\sigma=\frac{Mg}{2R}\qquad(g\le g_{\max}),
\label{actual}
\end{equation}
and the surface energy decides only whether that closure is affordable. For $g=0.50$ nm, $\sigma=142.86\times0.50/100=0.714$ GPa. The stored part of the released energy is
\begin{equation}
\frac{\sigma^2/M}{\Gamma/R}
=\left(\frac{\sigma}{\sigma_{\max}}\right)^2
=\left(\frac{g}{g_{\max}}\right)^2
=\left(\frac{0.50}{1.871}\right)^2=0.0714 .
\end{equation}
This is the 7.14 percent of the opening example. The quadratic dependence explains why a gap of about a quarter of the maximum uses such a small part of the budget. The remaining 93 percent is dissipated as the walls come together. Equating the energies for this gap would overestimate the stress by a factor of $1.871/0.50$, about 3.7.

Nor does $\Delta e<0$ guarantee that closure happens. Suppose that surface energy is released only at contact and that all walls move together. The whole elastic energy must then be supplied before any of it is repaid. For the 0.50 nm gap this barrier has density $0.0714\times50=3.57$ MJ/m$^3$. An island of volume $100\times100\times50$ nm$^3$ $=5\times10^{-22}$ m$^3$ would need $1.8\times10^{-15}$ J, about $10^4$ eV, which thermal fluctuations cannot provide. This barrier belongs to the assumption that the attraction has zero range. Real walls attract before they touch, and they jump together once the attraction per unit area grows with approach faster than the elastic stiffness $M/(2R)=1.43$ GPa/nm. If the attraction decays over about 0.05 nm, a gap of 0.50 nm lies near this threshold and its barrier can be far smaller or absent. Gaps well beyond the range of the attraction need a path on which the cost is repaid in small steps, for instance contact that starts where the walls already touch and spreads from there. Even such a path can stop short. At the largest gap the energy is the same before and after closure, so if the first steps lower it, later steps must raise it, and the contact can halt with the gap only partly closed. The energy balance compares the end states and is silent about the path.

Real islands are also bonded to their substrate. Their bases cannot slide freely, the strain varies from place to place, and the uniform state used above is not available. It must be asked whether a non-uniform field could reach a higher mean tension for the same energy. It cannot, within linear elasticity, as the following argument shows.

Let angle brackets denote the average over the film volume, and define
\begin{equation}
s=\tfrac12\left(\langle\sigma_{xx}\rangle+\langle\sigma_{yy}\rangle\right),
\qquad
d=\tfrac12\left(\langle\sigma_{xx}\rangle-\langle\sigma_{yy}\rangle\right).
\end{equation}
The quantity to be bounded is $s$, the mean in-plane tension. Cut one period of the film by a horizontal plane and consider the material above it. Its top is free. The vertical forces on opposite lateral faces of the period cancel. The total vertical force through the cut must therefore vanish, so the average of $\sigma_{zz}$ over each horizontal plane is zero. Averaging over height gives
\begin{equation}
\langle\sigma_{zz}\rangle=0 .
\label{vertical}
\end{equation}
Locally $\sigma_{zz}$ may be of either sign.

Let $W(\boldsymbol\sigma)$ be the elastic energy density as a function of stress. It is a positive quadratic form. Write the local stress as $\boldsymbol\sigma=\langle\boldsymbol\sigma\rangle+\delta\boldsymbol\sigma$, where $\langle\delta\boldsymbol\sigma\rangle=0$. On averaging, the cross terms are linear in $\delta\boldsymbol\sigma$ and vanish, which leaves
\begin{equation}
\langle W(\boldsymbol\sigma)\rangle
=W(\langle\boldsymbol\sigma\rangle)+\langle W(\delta\boldsymbol\sigma)\rangle
\ge W(\langle\boldsymbol\sigma\rangle).
\label{convex}
\end{equation}
Non-uniformity thus costs energy without adding to the mean stress. Let $\tau^2$ be the sum of the squares of the three mean shear stresses. A shear stress $\tau_i$ stores $\tau_i^2/(2G)$, with $G=E/[2(1+\nu)]$, which equals $(1+\nu)\tau_i^2/E$. Using \eqref{vertical},
\begin{align}
W(\langle\boldsymbol\sigma\rangle)
&=\frac{(s+d)^2+(s-d)^2-2\nu(s+d)(s-d)}{2E}
+\frac{1+\nu}{E}\tau^2\nonumber\\
&=\frac{2s^2+2d^2-2\nu s^2+2\nu d^2}{2E}
+\frac{1+\nu}{E}\tau^2\nonumber\\
&=\frac{s^2}{M}+\frac{1+\nu}{E}\left(d^2+\tau^2\right)
\ge\frac{s^2}{M}.
\label{mean}
\end{align}
The vertical force balance is essential here. A nonzero mean $\sigma_{zz}$ would add $(\langle\sigma_{zz}\rangle^2-4\nu s\langle\sigma_{zz}\rangle)/(2E)$, which can be negative, and the last inequality could fail.

The energy stored in the film cannot exceed the energy released. Any energy stored in the substrate comes out of the same budget and leaves less for the film. Therefore
\begin{equation}
\frac{s^2}{M}\le\langle W\rangle\le\frac{\Gamma}{R}
\quad\Longrightarrow\quad
s\le\sqrt{\frac{M\Gamma}{R}}=\sigma_{\max}.
\label{bound}
\end{equation}
So \eqref{smax} bounds the film-averaged tension of bonded islands too. It does not bound the local stress, which may be higher near corners or at the end of a partly closed gap. If only a fraction $\phi$ of the wall area closes, the released energy is $\phi\Gamma/R$, and the same reasoning gives $s\le\sqrt{\phi}\,\sigma_{\max}$.

A case that can be followed further is a square island bonded to a rigid base, with neighbours that touch at the base and are separated above by a V-shaped gap
\begin{equation}
g(z)=g_t\,\frac{z}{h},\qquad 0\le z\le h,
\end{equation}
where $g_t$ is the opening at the top. The closed walls are planes of mirror symmetry and carry no shear traction. At height $z$ the wall displacement is $g(z)/2$. Integrating $\varepsilon_{xx}$ across the island gives the difference of the displacements of the two opposite walls, which is $g(z)$, whatever happens inside. The mean strain of the slice is therefore $\bar\varepsilon(z)=g(z)/(2R)$ in each direction. The slice average of $\sigma_{zz}$ is zero, so the averaged Hooke's law gives the slice stress $M\bar\varepsilon(z)$. Since the mean of $z/h$ over the height is $1/2$,
\begin{equation}
s=\frac{M}{2R}\,\frac1h\int_0^h g(z)\,dz=\frac{Mg_t}{4R}.
\label{vstress}
\end{equation}
For a given opening, bonding does not alter this mean stress. It alters the energy needed to produce it, and hence the largest opening that can be closed.

The inequalities \eqref{convex} and \eqref{mean} apply to each slice separately, so the energy density of a slice is at least $M\bar\varepsilon(z)^2$. Since the mean of $(z/h)^2$ is $1/3$,
\begin{equation}
\langle W\rangle\ge\frac{M}{3}\left(\frac{g_t}{2R}\right)^2
=\frac{4s^2}{3M},
\end{equation}
where \eqref{vstress} was used in the form $g_t/(2R)=2s/M$. With $\langle W\rangle\le\Gamma/R$ this gives a sharper bound for V-shaped gaps,
\begin{equation}
s\le\frac{\sqrt3}{2}\,\sigma_{\max}\approx0.866\,\sigma_{\max}.
\label{vbound}
\end{equation}

Tall islands approach this value. To see it, put $\varepsilon_t=g_t/(2R)$, measure $x$ and $y$ from the island centre, and try the displacements
\begin{equation}
u_x=\varepsilon_t\frac{xz}{h},\qquad
u_y=\varepsilon_t\frac{yz}{h},\qquad
u_z=-\frac{\nu}{1-\nu}\,\varepsilon_t\frac{z^2}{h}.
\end{equation}
They vanish at the base and match the prescribed wall displacements. The vertical strain $-2\nu\varepsilon_t z/[(1-\nu)h]$ is the one that makes $\sigma_{zz}=0$, so the normal strains store $M\varepsilon_t^2/3$ on average. The shear strains are $\varepsilon_t x/h$ and $\varepsilon_t y/h$. With $\langle x^2\rangle=\langle y^2\rangle=R^2/3$ they add
\begin{equation}
\frac G2\,\frac{\varepsilon_t^2}{h^2}\left(\frac{R^2}{3}+\frac{R^2}{3}\right)
=\frac{G\varepsilon_t^2R^2}{3h^2}.
\end{equation}
For prescribed displacements the true elastic energy is the minimum over admissible fields, so it cannot exceed the sum of these two terms. If all the released energy is stored, $s/\sigma_{\max}=s/\sqrt{M\langle W\rangle}$ with $s=M\varepsilon_t/2$, and hence
\begin{equation}
\frac{\sqrt3/2}{\sqrt{1+(G/M)(R/h)^2}}
\le\frac{s}{\sigma_{\max}}\le\frac{\sqrt3}{2}.
\end{equation}
As $h/R\to\infty$ both sides meet at $\sqrt3/2$. The loss that remains in this limit comes from the uneven strain over the height, since the shear energy has become negligible.

A three-dimensional finite-element calculation supplies the intermediate cases. For $h/R=0.5$, 1 and 2, the greatest mean stress allowed by the energy balance is 0.71, 0.83 and 0.86 of $\sigma_{\max}$, or 1.89, 2.21 and 2.30 GPa. Going from 6 to 10 elements per edge raises these ratios by about 0.006 or less. A finite mesh overestimates the energy, so the values are slightly low, and for $h/R=0.5$ the last digit of the stress and of the opening is not converged. The same calculation for sliding islands, at two thicknesses, reproduces \eqref{gmax} and \eqref{smax}, including their independence of $h$. The values for bonded islands are listed in the numerical output.

The top openings in the bonded cases are 2.65, 3.10 and 3.22 nm, all larger than $g_{\max}=1.871$ nm. This does not contradict the bound, because \eqref{vstress} contains the gap averaged over the height. For $h/R=1$ that average is $3.10/2=1.55$ nm, and the stress is $142.86\times1.55/100=2.21$ GPa, as computed.

For flat islands, $h\ll R$, a scaling estimate shows how the trend continues. The rigid base should confine the deformation to a belt of width of order $h$ along the walls. The strain there is of order $g_t/h$ and the belt fills a fraction of order $h/R$ of the island, so $\langle W\rangle\sim M(g_t/h)^2(h/R)=Mg_t^2/(hR)$. With $s\sim Mg_t/R$, the energy balance gives $s/\sigma_{\max}\sim\sqrt{h/R}$. This estimate was not tested, and the computed thicknesses are too large to show it. It suggests that for flat, firmly bonded islands $\sigma_{\max}$ is a safe but loose ceiling.

One neglected energy deserves a size. Suppose that the top surface carries a surface stress $f$ and that the substrate holds the film free of stress until closure. A uniform stretch then costs $2f\varepsilon$ per unit area at the top surface, whereas the film stores $h\sigma\varepsilon$. The ratio is $2f/(\sigma h)$. At the upper stress $\sigma h=133.6$ N/m, so an assumed $f$ of 1 N/m gives a correction of about 1.5 percent of the elastic energy. For the 0.50 nm gap, $\sigma h=0.714\times50=35.7$ N/m and the ratio is about 6 percent. The correction grows for thinner films and smaller gaps, and a negative $f$ would help closure. An island that slides freely behaves differently. Before closure it has already relaxed until its mean film stress is $-f/h$, which balances the surface stress. The energy terms linear in any further strain then cancel, so to first order in $f$ the largest gap is unchanged, and the film stress after closure is shifted by $-f/h$, here $-0.02$ GPa for $f=1$ N/m. In either case the bound \eqref{bound} holds only to the accuracy with which surface stress can be ignored. Sliding islands also cover the strip of substrate in the gap. An energy change $\Delta\gamma$ per unit area covered amounts to $\Delta\gamma\,g/(\Gamma h)$ of the released energy, 1.5 percent at the largest gap for $\Delta\gamma=1$ J/m$^2$, and this too is neglected.

Plastic flow and diffusion can relax the tension after closure, and then the measured stress falls below \eqref{actual}. They can also act during closure and fill gaps wider than $g_{\max}$, which limits elastic closure only, and stresses near $\sigma_{\max}$ presuppose islands that do not yield first. Stress produced by later growth or by cooling must be accounted for separately. Stress present before coalescence changes the energy balance itself, since relieving an initial compression also releases energy: $\sigma_{\max}$ limits the tension that gap closure alone can produce in islands initially free of stress. A measured mean tension above it therefore points to another source of stress, to values of $R$, $\Gamma$ or $M$ that do not describe the film, or to a film outside the assumptions of the model. For irregular islands with vertical walls, \eqref{release} shows that $R$ should be taken as $2A/P$, with $A$ the total area and $P$ the summed perimeter of the islands. For islands of equal size the radius of a circle of equal area is larger than this and would put the ceiling too low. For a broad spread of sizes the circle of mean area can be smaller than $2A/P$, and would then put the ceiling too high. A tension below it is compatible with coalescence but does not by itself identify the mechanism.

\section*{Numbers as computed}
\begin{verbatim}
MODEL INPUTS
Young modulus E = 100.0 GPa
Poisson ratio nu = 0.30 (dimensionless)
surface energy gamma_s = 1.50 J/m^2
grain-boundary energy gamma_gb = 0.50 J/m^2
inscribed radius R = 50.0 nm
film thickness h = 50.0 nm
UNIFORM CLOSURE
biaxial modulus M = 142.86 GPa
released wall energy Gamma = 2.50 J/m^2
released energy density Gamma/R = 50.00 MJ/m^3
upper stress sigma_max = 2.673 GPa
upper stress = 9.084e-05 hartree/bohr^3
strain at upper stress = 1.871 percent
largest closable gap g_max = 1.871 nm
stress times thickness = 133.6 N/m
SMALLER GAP
gap g = 0.50 nm
stress after closure = 0.714 GPa
stored part of released energy = 7.14 percent
RADIUS DEPENDENCE
R = 10 nm: stress = 5.976 GPa, strain = 4.183 percent, gap = 0.837 nm
R = 50 nm: stress = 2.673 GPa, strain = 1.871 percent, gap = 1.871 nm
R = 200 nm: stress = 1.336 GPa, strain = 0.935 percent, gap = 3.742 nm
BONDED SQUARE ISLANDS, V-SHAPED GAPS, ENERGY BALANCE
h/R = 0.5: mean stress/sigma_max = 0.709 (coarse mesh 0.703), mean stress = 1.89 GPa, top opening = 2.65 nm
h/R = 1.0: mean stress/sigma_max = 0.827 (coarse mesh 0.825), mean stress = 2.21 GPa, top opening = 3.10 nm
h/R = 2.0: mean stress/sigma_max = 0.860 (coarse mesh 0.859), mean stress = 2.30 GPa, top opening = 3.22 nm
\end{verbatim}
